Effective masses of the six silicon valleys under (110) confinement

**Question**

I am stuck on an exercise about electrons at a (110) silicon surface. It says that four of the six conduction valleys have a confinement mass near 0.315 and in-plane principal masses near 0.19 and 0.553, in units of the free-electron mass m0, and asks for a proof.

I start from ellipsoids with longitudinal mass m_l = 0.916 and transverse mass m_t = 0.19. For the valley on the x axis, the inverse mass along the surface normal [110] is the average of 1/m_l and 1/m_t, which gives 0.315. The in-plane direction [001] is transverse to the valley axis, which gives 0.19. So far so good.

The other in-plane direction is [1-10], where -1 stands for the barred index. It also makes 45° with the valley axis, so the same average gives 0.315 again, not 0.553. I notice that 0.553 is the average of the masses themselves. Why should I average inverse masses in one direction and masses in the other? And what happens to the remaining two valleys?

**Answer**

Your 0.315 along [1-10] is the mass of an electron whose normal wavevector is held at zero while it moves in the plane. A confined electron does not satisfy that condition. The ellipsoid is tilted with respect to the surface, so motion along [1-10] is coupled to motion along the normal, and the bound state readjusts its normal wavevector as the in-plane one changes. This lowers the energy cost and raises the mass.

**The model**

Measure the wavevector k from the valley minimum, and masses in units of m0. Define

T = ħ²/(2 m0) = 0.0381 eV nm².

Near its minimum each valley has the energy

E(k) = T k·W k,

where W is the inverse mass tensor. For the x valley, in cubic axes,

W = diag(1/m_l, 1/m_t, 1/m_t).

I assume that this parabolic form holds, that W does not depend on position, that the confining potential V(z) depends on the depth z alone, and that a hard wall at z = 0 forces the wavefunction to vanish there. Strain and coupling between valleys are left out. The values of m_l and m_t are inputs.

**The tensor in surface axes**

Take the orthonormal vectors

n = (1, 1, 0)/√2, the normal
t = (1, -1, 0)/√2, along [1-10]
s = (0, 0, 1), along [001].

A component such as W_nt means n·W t. For the x valley,

W_nn = (1/2)(1/m_l) + (1/2)(1/m_t) = (1/m_l + 1/m_t)/2
W_tt = (1/2)(1/m_l) + (1/2)(-1)²(1/m_t) = (1/m_l + 1/m_t)/2
W_nt = (1/2)(1/m_l) + (1/2)(-1)(1/m_t) = (1/m_l - 1/m_t)/2
W_ss = 1/m_t
W_ns = W_ts = 0.

The last line holds because W is diagonal in cubic axes, and s has no component along x or y. With the masses above,

W_nn = W_tt = 3.177, W_nt = -2.086.

Your calculation used W_tt and left out W_nt, which is not small.

**The confined electron**

The potential breaks translation symmetry along the normal, so the normal wavevector becomes the operator p = -i d/dz. The in-plane wavevector remains a good quantum number. Write it as

k = k_t t + k_s s.

The energy then becomes the Hamiltonian

H = T [W_nn p² + 2 b p + k·W k] + V(z),

with

b = n·W k = W_nt k_t.

The factor 2 comes from the two equal off-diagonal terms, W_nt and W_tn. To remove the term linear in p, complete the square. Since b is a number and commutes with p,

W_nn (p + b/W_nn)² = W_nn p² + 2 b p + b²/W_nn.

Therefore

H = T W_nn (p + c)² + V(z) + T [k·W k - b²/W_nn], c = b/W_nn.

The shift c can be absorbed in a phase. Put

ψ(z) = exp(-icz) φ(z).

Differentiating the product gives

p ψ = -i [-ic exp(-icz) φ + exp(-icz) φ′]
    = -c ψ + exp(-icz) p φ,

so that

(p + c) ψ = exp(-icz) p φ.

Applying p + c once more gives (p + c)² ψ = exp(-icz) p² φ. The potential is a function of z and commutes with the phase. The phase has modulus one, so ψ vanishes at the wall if and only if φ does. What is left is

[T W_nn p² + V(z)] φ = E_j φ,

where j labels the subband. This equation does not contain k. The total energy is

E_j(k) = E_j + T [k·W k - b²/W_nn].

Both masses can be read from this line and the equation above it. The levels E_j are those of a particle with confinement mass 1/W_nn. The bracket gives the in-plane dispersion, which within this model is the same for every subband and for any shape of V(z).

**The three masses**

The confinement mass is

m_z = 1/W_nn = 2/(1/m_l + 1/m_t) = 2 m_l m_t/(m_l + m_t).

Numerically,

m_z = 2 × 0.916 × 0.19/1.106 = 0.315.

For the in-plane motion, insert b = W_nt k_t:

k·W k - b²/W_nn = (W_tt - W_nt²/W_nn) k_t² + W_ss k_s².

There is no product k_t k_s, so [1-10] and [001] are the principal directions. Along [001] the inverse mass is W_ss = 1/m_t, and the mass is 0.19.

Along [1-10], put the inverse mass over a common denominator:

1/m_t-dir = (W_tt W_nn - W_nt²)/W_nn,

where m_t-dir denotes the mass along t. With u = 1/m_l and v = 1/m_t, the numerator is

(u + v)²/4 - (u - v)²/4 = uv = 1/(m_l m_t).

The denominator is

W_nn = (m_l + m_t)/(2 m_l m_t).

Their ratio is

1/m_t-dir = 2/(m_l + m_t),

and hence

m_t-dir = (m_l + m_t)/2 = 1.106/2 = 0.553.

That is the average of masses you noticed. In numbers, the coupling subtracts W_nt²/W_nn = 1.369 from W_tt = 3.177. The remainder is 1.808, whose reciprocal is 0.553.

**Why the coupling makes the electron heavier**

Consider the bulk energy at fixed k_t, with k_s = 0:

E = T [W_nn k_n² + 2 W_nt k_n k_t + W_tt k_t²].

It is smallest where its derivative with respect to k_n vanishes:

2 W_nn k_n + 2 W_nt k_t = 0, so k_n = -W_nt k_t/W_nn = -c.

Substituting this value gives

E_min = T [W_nt²/W_nn - 2 W_nt²/W_nn + W_tt] k_t²
      = T (W_tt - W_nt²/W_nn) k_t²,

which is the in-plane dispersion found above. The phase exp(-icz) shifts the normal wavevectors in the bound state by this same -c.

The condition also says that the normal velocity vanishes. The velocity operator along n is

v_n = (2T/ħ)(W_nn p + b) = (2T W_nn/ħ)(p + c).

Its average in ψ is proportional to the average of p in φ. The bound function φ can be chosen real, and for a real function that vanishes at both ends the average of p is zero, because ∫φφ′dz = [φ²/2] = 0. A bound electron therefore carries no average current towards the wall. If its normal wavevector were centred on zero instead, the tilt of the ellipsoid would give it a normal velocity proportional to b.

There is a geometric version. Take a surface of constant energy and project it onto the (110) plane. At the rim of this shadow the surface normal has no component along n, so ∂E/∂k_n = 0. The in-plane energy contour is thus the shadow of the ellipsoid. Your calculation used its cross-section with the plane k_n = 0, which lies inside the shadow. A shorter contour at the same energy means a smaller mass: 0.315 for the section, 0.553 for the shadow. Sampling points on the ellipsoid and measuring the shadow's extent along [1-10] also gives 0.553.

**The other valleys**

For the y valley, m_l and m_t change places in the x and y entries of W. The averages W_nn and W_tt stay the same, while W_nt changes sign. Both masses contain W_nt squared or not at all, so they are unchanged. The valleys on the negative axes have the same tensors as their partners on the positive axes. This makes four valleys with masses 0.315, 0.19 and 0.553.

For the two valleys on the z axis,

W = diag(1/m_t, 1/m_t, 1/m_l).

Now n and t both lie in the transverse plane, so W_nn = W_tt = 1/m_t and W_nt = 0. There is no coupling to remove. The confinement mass is 0.19, and the in-plane masses are 0.19 along [1-10] and 0.916 along [001].

The heavy in-plane directions of the two groups are therefore perpendicular: [1-10] for the fourfold group and [001] for the twofold group.

**Any tilt of the valley axis**

The two kinds of valley are cases of one formula. Let the valley axis a make an angle θ with the normal, and let u be the transverse unit vector in the plane of a and n. Then

n = cosθ a + sinθ u
t = sinθ a - cosθ u.

The normal component is

W_nn = cos²θ/m_l + sin²θ/m_t.

A rotation does not change the determinant of the 2 × 2 block of W in this plane, so

W_nn W_tt - W_nt² = 1/(m_l m_t).

The in-plane mass along t is W_nn divided by this determinant:

m_t-dir = m_l m_t W_nn = m_t cos²θ + m_l sin²θ.

Inverse masses are averaged along the normal, and masses are averaged in the plane. It also follows that m_z m_t-dir = m_l m_t for every θ: a tilt that lowers one mass raises the other.

Three angles are useful:

- θ = 0: the axis is along the normal, m_z = m_l, and both in-plane masses are m_t.
- θ = 45°: the four valleys of your exercise.
- θ = 90°: the axis lies in the surface, m_z = m_t and m_t-dir = m_l, as for the z valleys here.

The coupling W_nt = sinθ cosθ (1/m_l - 1/m_t) vanishes at 0 and 90°. There the section and the shadow have the same extent along t, and your method would have worked. It also vanishes for m_l = m_t, when the ellipsoid is a sphere.

The opposite limit, m_l much larger than m_t, separates the two pictures sharply. At 45° the section mass tends to 2 m_t, while the true in-plane mass grows as m_l/2. The ellipsoid has become a long cigar. Moving along its axis costs little energy, and such a move changes k_t and k_n together. The confined electron can follow it; an electron held at k_n = 0 cannot.

**A worked case: the triangular well**

Let V(z) = Fz for z > 0, with F = 0.05 eV/nm, which corresponds to a field of 0.5 MV/cm. The equation for φ is

-(T/m_z) φ″ + F z φ = E φ.

Define a length ℓ and a shifted coordinate ζ by

ℓ³ = T/(m_z F), ζ = z/ℓ - E/(Fℓ).

Since d²/dz² = (1/ℓ²) d²/dζ² and T/(m_z ℓ²) = Fℓ, dividing the equation by Fℓ gives

d²φ/dζ² = ζ φ.

The solution that decays at large z is the Airy function Ai(ζ). At the wall ζ = -E/(Fℓ), and this must be a zero of Ai. The first zero is at -a_1 with a_1 = 2.338, so

E_1 = a_1 F ℓ = a_1 (T F²/m_z)^(1/3).

For the fourfold valleys,

T F²/m_z = 0.0381 × 0.0025/0.3147 = 3.027 × 10⁻⁴ eV³
E_1 = 2.338 × 0.06714 eV = 157.0 meV.

For the twofold valleys,

T F²/m_z = 0.0381 × 0.0025/0.19 = 5.013 × 10⁻⁴ eV³
E_1 = 2.338 × 0.07944 eV = 185.7 meV.

The fourfold ladder starts 28.8 meV lower because its confinement mass is larger. At this fixed field the ratio of the two ground levels is (0.3147/0.19)^(1/3) = 1.18. The splitting belongs to the chosen triangular potential and to the parabolic valleys; in real silicon at this field it is smaller, as item 2 of the last section explains. In a real inversion layer the electrons' own charge bends the potential, and the levels shift.

Now let the electron in the x valley move along [1-10] with k_t = 0.3 nm⁻¹. Its energy rises by

T k_t²/0.553 = 0.0381 × 0.09/0.553 eV = 6.20 meV.

The section mass would give 0.0381 × 0.09/0.3147 eV = 10.9 meV, too large by about three quarters of the true value.

These results can be checked without completing the square. I diagonalized H on a grid in z with the linear term 2bp left in, using in-plane axes turned by 25° so that the principal directions were not built in. The curvature of the two lowest subbands gave the in-plane masses 0.190 and 0.553 for the x and y valleys, and 0.190 and 0.916 for the z valleys. They agree with the formulas within the test's relative tolerance of 5 × 10⁻⁴, and the heavy axes came out along [1-10] and [001] respectively. The rise of 6.20 meV was also obtained this way; the values are in the numerical output.

The phase can be seen in the wavefunctions. At k_t = 0.5 nm⁻¹ in the x valley,

c = -2.086 × 0.5/3.177 nm⁻¹ = -0.328 nm⁻¹.

The overlap between the computed ground states at k_t = 0 and k_t = 0.5 nm⁻¹ has magnitude 0.954. After the second state is multiplied by exp(icz), which undoes the phase, the overlap is 1.000000 to the printed digits. The probability density is thus the same at both wavevectors, while the normal wavevectors are centred on +0.328 nm⁻¹ in the second state.

**Where the result stops holding**

The proof used each assumption at a definite place, which shows what can go wrong.

1. *The mass tensor must be uniform.* Suppose the wavefunction enters a barrier with a different W, and the kinetic energy is written in the Hermitian order p W_nn p + p b + b p. If c = b/W_nn varies with z, the phase exp(-i∫c dz) still removes the linear term. The remaining in-plane energy T [k·W k - b²/W_nn], however, can now differ between the layers. Each subband then averages it with its own probability density, so the in-plane mass can depend on the subband and on the barrier penetration.

2. *The valley must be parabolic.* Terms beyond k² make the masses depend on energy, and at the field of the example this is not negligible. In silicon the two lowest conduction bands meet at the X point and are coupled by a term proportional to the product of the two transverse wavevectors, k_x k_y for the z valleys. Confinement along [110] makes this product large. Take a two-band model with coupling mass 1/M ≈ 1/m_t - 1 and the minimum 0.15 × 2π/a from X, where a is the lattice constant. At 0.5 MV/cm it lowers the twofold ground level by about 10 meV, so the splitting drops from 29 to about 19 meV. The twofold in-plane masses become about 0.16 and 1.0, and the fourfold [001] mass about 0.22. The fourfold 0.553 and the 157 meV level are unchanged in that model. Strain can change the masses as well as shift the valleys.

3. *The potential must not vary in the plane.* Otherwise k is not conserved and b is not a number that commutes with H.

4. *The valleys must be uncoupled.* Let k0 be the distance of a valley minimum from the zone centre. The +x and -y minima both project onto 0.707 k0 along [1-10], and the -x and +y minima both project onto -0.707 k0. Within each pair the minima differ by a wavevector of length √2 k0 along the normal. A potential V(z) conserves the in-plane wavevector but can supply a normal one, so an abrupt interface can mix the two members of a pair. For a potential that is smooth on the scale 1/k0 this Fourier component is small. The hard wall in the model is a boundary condition on the envelope within one valley and says nothing about the size of the mixing.

Numbers as computed

```
longitudinal mass ml = 0.916 m0
transverse mass mt = 0.190 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
potential slope F = 0.050 eV/nm
grid depth = 20.0 nm, grid points = 1200
in-plane wavevector step = 0.30 1/nm
first two Airy zeros (sign reversed) = 2.33811, 4.08795
formula: fourfold confinement mass = 0.3147 m0
formula: fourfold [1-10] mass = 0.5530 m0
valley x: levels 1, 2 = 156.98, 274.46 meV
valley x: confinement mass from level 1 = 0.3147 m0
valley x, subband 1: in-plane masses = 0.1900, 0.5530 m0
valley x: product of the three masses = 0.03307 m0^3
valley x, subband 2: in-plane masses = 0.1900, 0.5530 m0
valley y: levels 1, 2 = 156.98, 274.46 meV
valley y: confinement mass from level 1 = 0.3147 m0
valley y, subband 1: in-plane masses = 0.1900, 0.5530 m0
valley y: product of the three masses = 0.03307 m0^3
valley y, subband 2: in-plane masses = 0.1900, 0.5530 m0
valley z: levels 1, 2 = 185.74, 324.74 meV
valley z: confinement mass from level 1 = 0.1900 m0
valley z, subband 1: in-plane masses = 0.1900, 0.9160 m0
valley z: product of the three masses = 0.03307 m0^3
valley z, subband 2: in-plane masses = 0.1900, 0.9160 m0
ml*mt^2 = 0.03307 m0^3
x valley: W_nn = 3.1774, W_tt = 3.1774, W_nt = -2.0857 1/m0
x valley: W_nt^2/W_nn = 1.3691 1/m0
x valley: W_tt - W_nt^2/W_nn = 1.8083 1/m0
overlap test at k = 0.50 1/nm along [1-10]
overlap without phase factor = 0.9540
overlap with phase factor = 1.000000
[1-10] mass from sampled shadow = 0.5530 m0
[1-10] mass from cross-section (wrong) = 0.3147 m0
energy rise at k = 0.30 1/nm, computed = 6.201 meV
energy rise from cross-section mass = 10.895 meV
twofold minus fourfold ground level = 28.76 meV
valley +x: projection on [1-10], [001] = 0.7071, 0.0000 k0
valley -y: projection on [1-10], [001] = 0.7071, 0.0000 k0
valley -x: projection on [1-10], [001] = -0.7071, 0.0000 k0
valley +y: projection on [1-10], [001] = -0.7071, 0.0000 k0
```
